# Localisation length of a rough single-mode wire from transfer matrices

## The physical situation

A thin semiconductor wire at low temperature can carry its current in a single transverse mode. Its walls are not flat. Where the wire is narrower the mode level lies higher, and where it is wider the level lies lower, so an electron moving along the wire sees a weak random potential. In one dimension the partial waves reflected from such a potential interfere, and the typical transmission of a phase-coherent wire falls exponentially with length. The question is how long the wire must be for this to matter, and which property of the roughness decides it.

Atomic units are used in the algebra. The wire has one propagating mode, phase coherence over its whole length and no spin mixing. Numbers are in eV and angstrom, with $\beta=1/(2m)$ standing for $\hbar^2/2m$ in eV Å$^2$.

For hard walls a distance $w$ apart, the lowest level is $E_1=\pi^2/(2mw^2)$. Displacing one wall by $\Delta(x)$ changes it, to first order, by

$$V(x)=\frac{dE_1}{dw}\Delta(x)=-\frac{2E_1}{w}\Delta(x).$$

With $E$ the kinetic energy above the mean level, $k=\sqrt{2mE}$ and $U=2mV$, motion along the wire obeys

$$\psi''=(U-k^2)\psi .$$

The level $V$ has zero mean, is statistically uniform along $x$, and has correlation $C(s)=\langle V(x)V(x+s)\rangle$, which dies out over a short distance. Its spectrum is $S(q)=\int_{-\infty}^{\infty}C(s)\cos(qs)\,ds$.

## The algorithm

Divide the wire into terraces of length $a$ with constant $U$, and let $\kappa^2=k^2-U>0$ on a terrace. There $\psi''=-\kappa^2\psi$, so the values at its start determine

$$\psi(a)=\psi\cos\kappa a+\frac{\psi'}{\kappa}\sin\kappa a,\qquad
\psi'(a)=-\kappa\psi\sin\kappa a+\psi'\cos\kappa a .$$

For the vector $(\psi,\psi'/k)$ this reads

$$\begin{pmatrix}\psi\\ \psi'/k\end{pmatrix}_{\!a}=
\begin{pmatrix}\cos\kappa a&\frac{k}{\kappa}\sin\kappa a\\-\frac{\kappa}{k}\sin\kappa a&\cos\kappa a\end{pmatrix}
\begin{pmatrix}\psi\\ \psi'/k\end{pmatrix}_{\!0}.$$

The determinant is $\cos^2\kappa a+\sin^2\kappa a=1$. Since $\psi$ and $\psi'$ are continuous at a step, the matrices of successive terraces are multiplied. No approximation in $U$ is made.

The growth rate $\gamma$ of $\ln|\psi|$ is found as follows.

1. Start many independent wires with $(\psi,\psi'/k)=(\sin\varphi,\cos\varphi)$ and random $\varphi$.
2. Multiply by the terrace matrices. After each block of terraces, record the logarithm of the vector's norm and divide the vector by that norm. The equation is linear, so rescaling changes nothing but the size of the numbers.
3. Discard the first block, in which the phase adapts to the roughness. Sum the other logarithms and divide by the retained length $L$.
4. Average over $N$ wires. Their spread gives the standard error.

The localisation length is $\xi=1/\gamma$.

## The Born expression

Write $\psi=R\sin\theta$ and $\psi'=kR\cos\theta$. Differentiating each and using the wave equation gives

$$R'\sin\theta+R\theta'\cos\theta=kR\cos\theta,$$
$$R'\cos\theta-R\theta'\sin\theta=\left(\frac{U}{k}-k\right)R\sin\theta .$$

Multiply the first by $\sin\theta$, the second by $\cos\theta$, and add. Then multiply the first by $\cos\theta$, the second by $\sin\theta$, and subtract. The results are

$$(\ln R)'=\frac{U}{2k}\sin2\theta,\qquad
\theta'=k-\frac{U}{k}\sin^2\theta=k-\frac{U}{2k}(1-\cos2\theta).$$

Hence $\gamma=\langle U\sin2\theta\rangle/(2k)$. This vanishes at first order, because an unperturbed phase knows nothing of $U(x)$. The leading term comes from the response of the phase to the roughness just passed.

Choose a starting point $x_0$ many correlation lengths before $x$, but near enough that roughness has changed the phase little. With $\theta_0(y)=\varphi+k(y-x_0)$, the first-order phase shift is

$$\delta\theta(x)=-\frac{1}{2k}\int_{x_0}^{x}U(y)\,[1-\cos2\theta_0(y)]\,dy .$$

Insert $\sin2\theta\simeq\sin2\theta_0+2\delta\theta\cos2\theta_0$. To leading order $\varphi$ is uniformly distributed, because the phase rotates much faster than roughness can disturb its distribution. Therefore $\langle\cos2\theta_0(x)\rangle=0$ and $\langle\cos2\theta_0(x)\cos2\theta_0(y)\rangle=\tfrac12\cos2k(x-y)$. Since $\langle UU\rangle=4m^2C$,

$$\gamma=\frac{1}{2k}\cdot2\cdot\frac{1}{2k}\cdot\frac12\int_0^\infty4m^2C(s)\cos(2ks)\,ds
=\frac{m^2}{k^2}\int_0^\infty C(s)\cos(2ks)\,ds .$$

The integral is half of $S(2k)$, so

$$\boxed{\gamma=\frac1\xi=\frac{m^2S(2k)}{2k^2}=\frac{S(2k)}{8\beta E}}$$

The last form uses $m=1/(2\beta)$ and $k^2=E/\beta$. The wave vector $2k$ is the change from $+k$ to $-k$: at this order, roughness localises by direct backscattering.

On a regular terrace grid, uniform phase also requires that $2ka$ and $4ka$ stay away from non-zero multiples of $2\pi$. Otherwise the averages of $e^{2i\theta}$ or $e^{4i\theta}$ are not removed by rotation from one terrace to the next.

## Link to transmission

Let a wave of unit amplitude enter a segment, with reflected amplitude $r$ and transmitted amplitude $\tau$ at the exit. The vectors at the two ends are $(1+r,\,i(1-r))$ and $\tau(1,i)$. If the total matrix $M$ has rows $(A,B)$ and $(C_M,D)$, its inverse has rows $(D,-B)$ and $(-C_M,A)$, so

$$1+r=\tau(D-iB),\qquad 1-r=\tau(A+iC_M).$$

Adding these gives $2=\tau[A+D+i(C_M-B)]$. With $AD-BC_M=1$,

$$T=|\tau|^2=\frac{4}{(A+D)^2+(C_M-B)^2}=\frac{4}{\|M\|^2+2},$$

where $\|M\|^2$ is the sum of the squared elements.

To find $r$ for weak roughness, multiply $\psi''+k^2\psi=U\psi$ by $e^{ikx}$ and integrate over the segment of length $l$. The left side becomes $[e^{ikx}(\psi'-ik\psi)]_0^l$. It vanishes at the exit, where the wave moves forward, and equals $-2ikr$ at the entrance. Thus $2ikr=\int Ue^{ikx}\psi\,dx$, and replacing $\psi$ by $e^{ikx}$ gives

$$r=-\frac{i}{2k}\int_0^lUe^{2ikx}dx,\qquad
\langle|r|^2\rangle=\frac{4m^2}{4k^2}\,l\,S(2k)=2\gamma l .$$

The second result holds when $l$ is long compared with the correlation length but $2\gamma l\ll1$.

Joining two segments gives $T_{12}=T_1T_2/|1-ze^{i\chi}|^2$, where $|z|<1$ is the product of the two reflection moduli facing each other and $\chi$ is the round-trip phase. Because $\ln(1-ze^{i\chi})=-\sum_{n\ge1}z^ne^{in\chi}/n$, its average over uniform $\chi$ is zero. Mean logarithms therefore add. A short segment contributes $\langle\ln(1-|r|^2)\rangle\simeq-2\gamma l$, so

$$\langle\ln T\rangle=-\frac{2L}{\xi}.$$

The backscattering length, defined by $\langle|r|^2\rangle=l/\ell_b$, is $\ell_b=\xi/2$.

## Error analysis

**Sampling error.** To leading order, $\ln R$ is the integral of $(U/2k)\sin2\theta_0$. Its variance per length is

$$\frac{1}{4k^2}\cdot\frac12\cdot4m^2S(2k)=\frac{m^2S(2k)}{2k^2}=\gamma .$$

The variance of $\ln R$ thus equals its mean, $\gamma L$. For $N$ wires the standard error relative to $\gamma$ is

$$\frac{\sqrt{\gamma L/N}}{\gamma L}=\frac{1}{\sqrt{N\gamma L}} .$$

One per cent accuracy requires a total length of $10^4\xi$. Weaker roughness needs a greater total length, from longer wires or from more of them.

**Terrace error.** Consider two-level roughness, $V=\pm\sigma$, with correlation $\sigma^2\rho^{|n|}$ between terraces $n$ apart. Integrating $e^{iqx}$ over one terrace gives a modulus $a|\sin(qa/2)/(qa/2)|$. With $z=\rho e^{iqa}$, the sum over pairs is

$$\sum_n\rho^{|n|}e^{iqna}=\mathrm{Re}\,\frac{1+z}{1-z}=\frac{1-\rho^2}{1-2\rho\cos qa+\rho^2}.$$

Therefore

$$S(q)=\sigma^2a\left[\frac{\sin(qa/2)}{qa/2}\right]^2\frac{1-\rho^2}{1-2\rho\cos qa+\rho^2}.$$

Set $\rho=e^{-a/\Lambda}$ and let $a\to0$. Then $1-\rho^2\to2a/\Lambda$, while the denominator tends to $a^2(1/\Lambda^2+q^2)$, and

$$S(q)\to\frac{2\sigma^2\Lambda}{1+q^2\Lambda^2}.$$

The sampled matrices must be compared with the terraced spectrum. Comparing them with the smooth one would count a difference between two roughness models as an error of the Born formula.

**Error of the Born order.** For the smooth two-level process, let $U=su$ with $s=\pm1$, $u=2m\sigma$ and switching rate $\nu=1/(2\Lambda)$ per length. Let $p_{s,n}$ be the average of $e^{2in\theta}$ restricted to level $s$, so that $p_{s,0}=\tfrac12$. Stationarity and the equation for $\theta'$ give

$$0=2in\left[\left(k-\frac{su}{2k}\right)p_{s,n}+\frac{su}{4k}(p_{s,n+1}+p_{s,n-1})\right]-\nu(p_{s,n}-p_{-s,n}).$$

This linear chain can be solved numerically without sampling. For an expansion, define $P_n=p_{+,n}+p_{-,n}$, $Q_n=p_{+,n}-p_{-,n}$, $\epsilon=u/(4k^2)=\sigma/(4E)$ and $g=\nu/k=1/(2k\Lambda)$. Adding and subtracting the two levels, then dividing by $2ink$, yields

$$P_n=2\epsilon Q_n-\epsilon(Q_{n+1}+Q_{n-1}),$$
$$\left(1+\frac{ig}{n}\right)Q_n=2\epsilon P_n-\epsilon(P_{n+1}+P_{n-1}).$$

Here $P_0=1$ and $Q_0=0$. Let $\alpha=1+ig$. At lowest order $Q_1=-\epsilon/\alpha$, whereas $Q_2$ is of order $\epsilon^3$. The first equation then gives $P_1=-2\epsilon^2/\alpha$ and $P_2=\epsilon^2/\alpha$. Putting these back,

$$Q_1=-\frac{\epsilon}{\alpha}(1-2P_1+P_2)=-\frac\epsilon\alpha\left(1+\frac{5\epsilon^2}{\alpha}\right).$$

The growth rate is $\gamma=(u/2k)\,\mathrm{Im}\,Q_1$. Since $\mathrm{Im}(-1/\alpha)=g/(1+g^2)$ and $\mathrm{Im}(-1/\alpha^2)=2g/(1+g^2)^2$,

$$\gamma=\gamma_{\rm Born}\left[1+\frac58\,\frac{(\sigma/E)^2}{1+1/(2k\Lambda)^2}+\dots\right],\qquad
\gamma_{\rm Born}=\frac{u\epsilon}{2k}\frac{g}{1+g^2}.$$

The prefactor equals $S(2k)/(8\beta E)$ with the smooth spectrum. The coefficient $5/8$ belongs to this two-level process.

## Worked example

Take $m=0.07$ electron masses, $w=100$ Å, wall roughness 3 Å rms, $\Lambda=20$ Å, $a=10$ Å and $E=0.03$ eV. Then $\beta=54.43$ eV Å$^2$, $E_1=0.0537$ eV, and

$$\sigma=\frac{2(0.0537)}{100}\times3=0.00322\ \text{eV},\qquad
k=\sqrt{0.03/54.43}=0.0235\ \text{Å}^{-1}.$$

The terraced spectrum is $S(2k)=2.253\times10^{-4}$ eV$^2$ Å. Hence

$$\gamma=\frac{2.253\times10^{-4}}{8(54.43)(0.03)}=1.725\times10^{-5}\ \text{Å}^{-1},$$

or $\xi=5.80\times10^4$ Å (5800 nm). Transfer matrices for 4000 wires, each $2.49\times10^5$ Å long, give $\gamma=(1.733\pm0.013)\times10^{-5}$ Å$^{-1}$. The difference is 0.5% of the Born value, within one standard error. The predicted relative sampling error, $1/\sqrt{N\gamma L}$, is 0.8%, as observed.

At $E=0.06$ eV, with the roughness fixed, sampling gives $(5.86\pm0.08)\times10^{-6}$ Å$^{-1}$ and the Born formula $5.87\times10^{-6}$ Å$^{-1}$. Doubling the energy lowers $\gamma$ by a factor 2.9: a factor 2 comes from $1/E$, and the rest from the smaller spectrum at the larger $2k$.

For a wire of 58000 Å, the sampled $\langle\ln T\rangle$ is $-2.00\pm0.02$, against a prediction of $-2.00$. The mean transmission is 0.27, twice the typical value $e^{-2}=0.14$: $T$ varies from wire to wire, and an average of $T$ gives more weight to well-transmitting wires than an average of $\ln T$ does.

The smooth spectrum makes $\xi$ 2% longer than the terraced one. For smooth roughness at 0.03 eV, the solved chain puts $\gamma$ 0.34% above its Born value, as the expansion predicts. Halving the roughness reduces this excess to 0.085%, the expected factor of four. At 0.005 eV, where $\sigma/E=0.64$, the Born $\xi$ is 3% too long. Because $2k\Lambda$ is small near the mode edge, the Born value survives $\sigma\approx E$. The Born $\xi$ is 4% too long at 0.0033 eV and 1% too long at 0.002 eV, but 16% too short at 0.001 eV, where $k\xi$ has fallen to about 5.

Two limits explain the energy dependence at fixed roughness. For $2k\Lambda\ll1$, $S\simeq2\sigma^2\Lambda$ and $\xi\simeq4\beta E/(\sigma^2\Lambda)$, linear in energy. For $2k\Lambda\gg1$, $S\simeq\sigma^2/(2k^2\Lambda)$ and $\xi\simeq16\Lambda E^2/\sigma^2$, quadratic in energy. The example, with $2k\Lambda=0.94$, lies between them. The quadratic limit requires $\sigma\ll E$. The linear limit does not: for $2k\Lambda\ll1$ the correction found above is $\frac52\sigma^2\Lambda^2/(\beta E)$, and what is needed is that this be small and that $k\xi\gg1$. In this wire $\sigma$ equals $E$ near $2k\Lambda=0.3$, yet at 0.002 and 0.0033 eV the chain gives a $\xi$ only 5 to 6% above the linear law. The window is narrow: the excess is 23% at 0.001 eV and 28% at 0.01 eV.

## A test that isolates twice the wave vector

Agreement for one smooth spectrum does not show sharply which wave vector matters. Take independent random signs $\eta_j=\pm1$ on terraces of 20 Å, and add to each pattern its copy displaced by $D=60$ Å:

$$V_j=\frac{\sigma}{\sqrt2}(\eta_j\pm\eta_{j-3}).$$

The displacement multiplies the spectrum of independent terraces by $|1\pm e^{iqD}|^2/2=1\pm\cos qD$. Choose $E=0.0373$ eV, for which $2kD=\pi$. Both profiles then have the same rms and the same $S(k)$. At $q=2k$ the factor is 0 for equal signs and 2 for opposite signs; at $q=0$ this order is reversed.

Opposite signs give $\gamma=(2.30\pm0.02)\times10^{-5}$ Å$^{-1}$, 1.5% below the Born value of $2.33\times10^{-5}$ Å$^{-1}$ and within two standard errors of it. Equal signs give $(2.6\pm0.7)\times10^{-8}$ Å$^{-1}$, nearly a thousand times less. The spectrum at $2k$ therefore controls the leading order. The small remainder shows that a zero of $S(2k)$ does not abolish localisation.

## Relation to real channels

The parameters are round values in the regime of a thin III-V nanowire at low temperature. Two-level roughness on one wall is a simplification. If all four walls of a square wire were equally and independently rough, their spectra would add and $\xi$ would fall by a factor four. Other corrections, each taken alone for smooth roughness with $\xi=5.9\times10^4$ Å, lengthen it. A finite barrier of roughly 3 eV, with the same mass inside it, softens the level's response to width and gives $9.7\times10^4$ Å. A heavier mass estimated from a gap of roughly 1.4 eV gives $6.8\times10^4$ Å, or $7.4\times10^4$ Å if the two-band dispersion includes both confined directions of a square wire. Static screening in the Hartree (random-phase) approximation at 4 K, with permittivity roughly 13, depends on how close the electrons are taken to be: a fixed separation of half the width gives $7.5\times10^4$ Å, while averaging the Coulomb interaction over the mode of a square wire gives about $1.5\times10^5$ Å. These two values omit exchange. In one dimension exchange enhances backscattering at $2k$, and for the long-range Coulomb repulsion in this wire its first-order term exceeds the Hartree term. Interactions may therefore shorten $\xi$ instead, and these values do not fix the sign of the net effect. The hard-wall number is thus only an estimate of scale.

Effects beyond the linear level shift are smaller than $\sigma$: $1.5\times10^{-4}$ eV from the second-order shift of the level, which for a uniform displacement already contains the coupling to all higher modes, and $4.3\times10^{-4}$ eV from the changing mode shape if the wall moves 3 Å over a 20 Å ramp. The last term grows as the square of the displacement: for the full 6 Å between the two levels it is $1.7\times10^{-3}$ eV, about half of $\sigma$. Abrupt steps need a calculation with several modes. For 600 Å segments of a two-dimensional hard-wall wire with these 6 Å steps, matching up to 36 modes at each step gives the same mean reflection as the single-mode model, within a sampling error of 2%.

Phase coherence is the assumption most plainly broken at room temperature. A phonon-limited mobility of roughly 5000 cm$^2$/Vs corresponds to a path of about 770 Å at this electron speed, some 75 times shorter than $\xi$. Localisation on the calculated scale then has no room to develop. At low temperature it still requires a coherence length above $\xi$, here several micrometres, and impurity scattering weaker than that from the walls. In a coherent channel of 300 Å, the same roughness would reflect about $2\gamma L=0.01$ of the current. The remaining values are in the numerical output.

## Table of computed values

```
mass 0.07 m_e; width 100 A; roughness rms 3 A
correlation length 20 A; terrace 10 A
hbar^2/2m = 54.428 eV A^2
level of rough direction E1 = 0.05372 eV
next mode above lowest: 0.1612 eV
dE1/dW: formula -1.0744e-03, diagonalized -1.0744e-03 eV/A
rms level fluctuation = 0.00322 eV
kinetic energy 0.03 eV: k = 0.02348 1/A
S(2k): terraced 2.2534e-04 eV^2 A
S(2k): smooth   2.2081e-04 eV^2 A
first-order reflection: |r exact/r Born - 1| = 1.3e-04
sampling: 4000 wires, each 2.490e+05 A long
E = 0.03 eV: gamma sampled 1.7332e-05 +- 1.3e-07 1/A
   gamma Born 1.7250e-05 1/A; variance/mean 1.038
   xi sampled 5.7695e+04 A, Born 5.7970e+04 A
E = 0.06 eV: gamma sampled 5.8625e-06 +- 7.6e-08 1/A
   gamma Born 5.8716e-06 1/A; variance/mean 0.971
   xi sampled 1.7057e+05 A, Born 1.7031e+05 A
main result, Born, terraced: xi = 5797 nm
main result, sampled: xi = 5770 nm
backscattering length xi/2 = 2.8985e+04 A
wire of 58000 A: mean ln T = -2.000 +- 0.022
   Born mean ln T = -2.001; mean T = 0.268
smooth two-level roughness, xi in A: Born / phase equation
   E = 0.005 eV: 6.0094e+03 / 5.8287e+03
   E = 0.010 eV: 1.3559e+04 / 1.3361e+04
   E = 0.030 eV: 5.9159e+04 / 5.8959e+04
   E = 0.060 eV: 1.7376e+05 / 1.7356e+05
   E = 0.100 eV: 4.1282e+05 / 4.1262e+05
gamma/Born - 1 at 0.03 eV: solved 0.00339, expansion 0.00338
   at half roughness: solved 0.000846, expansion 0.000845
repeated pattern: terrace 20 A, distance 60 A, E = 0.0373 eV
   equal sign: S/sigma^2 at 0, k, 2k = 40.00, 19.55, 0.00 A
      gamma sampled 2.648e-08 +- 7e-09, Born 2.272e-21 1/A
   opposite sign: S/sigma^2 at 0, k, 2k = -0.00, 19.55, 36.48 A
      gamma sampled 2.297e-05 +- 2e-07, Born 2.333e-05 1/A
neglected effects (smooth roughness, main energy)
   reference xi = 5.916e+04 A
   barrier 3.0 eV (rough): xi = 9.680e+04 A
   gap 1.4 eV (rough): mass x 1.098, xi = 6.796e+04 A
   screening, 4 K, permittivity 13 (rough): factor 1.123, xi = 7.464e+04 A
   second-order level shift 1.45e-04 eV
   gradient potential of moving wall 4.33e-04 eV
   virtual coupling to next mode 2.58e-04 eV
   phonon path, 300 K, mobility 5000 cm2/Vs (rough): 773 A
```
